# Shubnikov-de Haas Oscillations from the Kubo-Greenwood Formula and Poisson Summation, part 2

How do disorder and temperature shape the oscillation of the conductivity \(\sigma_{xx}\) of a two-dimensional electron gas in a perpendicular magnetic field \(B\)? The electrons are independent, with charge \(-e\), band mass \(m\) and two spins of equal energy. The chemical potential \(\mu\) is fixed, and \(n=m\mu/\pi\hbar^2\) is the density; as an index, \(n\) labels the levels \(E_n=\hbar\omega_c(n+\tfrac12)\), with \(\omega_c=eB/m\). Disorder gives a lifetime \(\tau\) and a half-width \(\Gamma=\hbar/2\tau\), at first taken as constant. In units of the level spacing, \(\varepsilon=E/\hbar\omega_c\) and \(\gamma=\Gamma/\hbar\omega_c=1/(2\omega_c\tau)\).

The Kubo-Greenwood formula, without vertex corrections, gives \(\sigma_{xx}=\int dE\,(-f'(E))\sigma(E)\), with \(f\) the Fermi function. At each energy the level sum is

\[
\sigma(E)=\frac{e^2}{\hbar}\,S,\qquad S=\sum_{n\ge0}(n+1)L_nL_{n+1}=\frac{2\gamma}{\pi(1+4\gamma^2)}\left[\varepsilon D+\frac{\gamma}{\pi}\right],
\]

where \(L_n=(\gamma/\pi)/[(\varepsilon-n-\tfrac12)^2+\gamma^2]\), and \(D=\sum_{n\ge0}L_n\) is the density of states relative to zero field. The Poisson formula

\[
\sum_{n\in\mathbb Z}F(n+\tfrac12)=\sum_{s\in\mathbb Z}(-1)^s\int_{-\infty}^{\infty}dx\,F(x)\,e^{2\pi isx}
\]

then leads to

\[
\sigma(E)=\sigma_{\rm cl}(E)\Big[1+2\sum_{s\ge1}(-1)^se^{-\pi s/\omega_c\tau}\cos(2\pi s\varepsilon)\Big],\qquad
\sigma_{\rm cl}(E)=\frac{\sigma_0(E)}{1+\omega_c^2\tau^2},
\]

with \(\sigma_0(E)=e^2E\tau/\pi\hbar^2\) the Drude value. The exponential is the Dingle factor. The bracket omits a small remainder, \(\gamma(1+4\gamma^2)/(12\pi\varepsilon^3)\) to leading order. Without an argument, \(\sigma_0\) and \(\sigma_{\rm cl}\) are taken at \(E=\mu\).

For the thermal average, write \(E=\mu+u\). The weight \(-f'\) is even in \(u\), and

\[
R(a)=\int_{-\infty}^{\infty}du\,(-f')\,e^{iau}=\frac{\pi akT}{\sinh(\pi akT)}.
\]

For harmonic \(s\), \(a=2\pi s/\hbar\omega_c\), so

\[
\pi akT=sX,\qquad X=\frac{2\pi^2kT}{\hbar\omega_c}.
\]

It remains to include the growth of \(\sigma_0(E)\) with energy in this average.

### The linear growth of the background

The harmonic is multiplied by \(\sigma_0(E)\), which is proportional to \(E=\mu+u\). The average needed is therefore that of \(E\cos(aE)\), which is the derivative with respect to \(a\) of the average of \(\sin(aE)\). By evenness of the weight, the latter is \(R(a)\sin(a\mu)\). So

\[
\int du\,(-f')\,E\cos(aE)=\frac{d}{da}\big[R(a)\sin(a\mu)\big]=\mu R(a)\cos(a\mu)+R'(a)\sin(a\mu).
\]

With \(y=\pi akT=sX\), differentiating \(R=y/\sinh y\) gives \(R'=\pi kT(1-y\coth y)/\sinh y\). Dividing by \(\mu\), each cosine term is accompanied by a sine term:

\[
\frac{y}{\sinh y}\cos(a\mu)+\frac{\pi kT}{\mu}\,\frac{1-y\coth y}{\sinh y}\,\sin(a\mu).
\]

The second part, called the slope term below, is small when \(kT\ll\mu\). The non-oscillating part of \(\sigma_0(E)\) averages to \(\sigma_0(\mu)\). Energies below zero, where the formula for \(\sigma(E)\) does not hold, carry a weight of order \(e^{-\mu/kT}\).

### The law and its limits

Dropping the slope term and the remainder, for \(\mu\gg\hbar\omega_c,kT,\Gamma\),

\[
\boxed{\;\sigma_{xx}=\frac{\sigma_0}{1+\omega_c^2\tau^2}\left[1+2\sum_{s\ge1}(-1)^s e^{-\pi s/\omega_c\tau}\,\frac{sX}{\sinh sX}\,\cos\frac{2\pi s\mu}{\hbar\omega_c}\right]\;}
\]

**Low temperature.** As \(X\to0\), \(sX/\sinh sX\to1-(sX)^2/6\), and the zero-temperature series returns.

**High temperature.** For \(X\gg1\) the first harmonic carries \(2Xe^{-X}\), and harmonic \(s\) carries \(2sXe^{-sX}\). The first harmonic then dominates, and the oscillation is close to a pure cosine.

**Period.** The phase \(2\pi\mu/\hbar\omega_c\) equals \(2\pi F/B\) with

\[
F=\frac{m\mu}{e\hbar}=\frac{\pi\hbar n}{e}=\frac{nh}{2e},
\]

where the middle step uses \(n=m\mu/\pi\hbar^2\). The period in \(1/B\) is \(1/F\), and within this model it depends on the density but not on the mass. The first harmonic has a minus sign, so minima lie near integer \(\mu/\hbar\omega_c\), where \(\mu\) is midway between two levels, and maxima lie near half-integer values, where \(\mu\) is at a level centre.

### A worked case

Take round model parameters: \(m=0.1\) electron masses, \(\mu=20\) meV, \(\tau=1\) ps, \(B=1\) T and \(T=1\) K. The density is \(n=8.35\times10^{15}\ \mathrm{m^{-2}}\). The energies to compare are \(\hbar\omega_c=1.1577\) meV, \(kT=0.08617\) meV and \(\Gamma=0.3291\) meV, so the condition on \(\mu\) is well met. The dimensionless parameters are

\[
\omega_c\tau=1.7588,\qquad \frac{\mu}{\hbar\omega_c}=\frac{20}{1.1577}=17.276,\qquad
X=\frac{2\pi^2\times0.08617}{1.1577}=1.469 .
\]

The classical background is

\[
\sigma_{\rm cl}=\frac{2.3543\ \mathrm{mS}}{1+1.7588^2}=\frac{2.3543\ \mathrm{mS}}{4.0934}=0.5751\ \mathrm{mS}.
\]

The first harmonic has Dingle factor \(0.1676\) and thermal factor \(0.7139\), hence amplitude \(2\times0.1676\times0.7139=0.2393\). The second has \(2\times0.02809\times0.3120=0.0175\). The cosine of the first phase is \(-0.1626\), and that of the doubled phase is \(2(0.1626)^2-1=-0.947\). With the alternating signs,

\[
-0.2393\times(-0.1626)+0.0175\times(-0.947)=0.0389-0.0166=0.0223 .
\]

Summing all harmonics gives \(\sigma_{xx}=0.58771\) mS, which is \(0.0219\) above the background in relative terms; the harmonics with \(s\ge3\) supply the difference of \(-0.0004\). The oscillation is small here although its amplitude is about 24 percent of the background, because \(\mu/\hbar\omega_c\) lies close to a quarter of a period past an integer, where the first cosine nearly vanishes.

The direct Kubo-Greenwood sum over levels, averaged thermally without Poisson summation, gives \(0.588527\) mS. The law is low by \(1.4\times10^{-3}\) of this value. With the slope term included, the result is \(0.588526\) mS. The size of the slope term can be checked by hand for \(s=1\). Here \(\pi kT/\mu=0.01354\), \((1-X\coth X)/\sinh X=-0.308\), and the sine of the phase is \(0.987\), so its contribution relative to the background is

\[
-2\times0.1676\times0.01354\times(-0.308)\times0.987=1.4\times10^{-3}.
\]

The numerical check tests the law with the slope term against the direct sum at this point and at two other pairs of field and temperature.

### Reading mass and lifetime from the oscillation

Treat directly computed conductivities as data. The background \(\sigma_{\rm cl}\), the period \(\hbar\omega_c\) and the thermal factor used below are computed from the input \(m\) and \(\tau\), so recovering these values tests the consistency of the law rather than fitting unknown parameters. At fixed \(B\), let \(\mu\) run through one period \(\hbar\omega_c\), divide \(\sigma_{xx}\) by \(\sigma_{\rm cl}\), and project on \(-2\cos(2\pi\mu/\hbar\omega_c)\). This isolates the first-harmonic amplitude \(\mathcal M\), predicted to be \(2e^{-\pi/\omega_c\tau}X/\sinh X\). At 1 K the results are:

| \(B\) (T) | Dingle | thermal | \(\mathcal M\), law | \(\mathcal M\), direct |
|---|---|---|---|---|
| 0.6 | 0.0509 | 0.4263 | 0.0434 | 0.0434 |
| 0.8 | 0.1072 | 0.6006 | 0.1288 | 0.1288 |
| 1.0 | 0.1676 | 0.7139 | 0.2393 | 0.2393 |
| 1.2 | 0.2257 | 0.7878 | 0.3557 | 0.3557 |

The mass follows from two temperatures at one field. Doubling \(T\) doubles \(X\) and leaves the Dingle factor unchanged, so

\[
\frac{\mathcal M(T)}{\mathcal M(2T)}=\frac{X/\sinh X}{2X/\sinh2X}=\frac{\sinh2X}{2\sinh X}=\cosh X .
\]

At 1 T the direct amplitudes are \(0.23931\) at 1 K and \(0.10459\) at 2 K. Their ratio is \(2.288\), whose inverse hyperbolic cosine is \(X=1.469\). Then \(\hbar\omega_c=2\pi^2kT/X=1.158\) meV, and \(m=\hbar eB/\hbar\omega_c\) returns \(0.100\) electron masses.

The lifetime follows from the field dependence. Taking the logarithm of the predicted amplitude,

\[
\ln\frac{\mathcal M}{X/\sinh X}=\ln2-\frac{\pi m}{e\tau}\,\frac1B .
\]

The left side is \(\ln(0.0434/0.4263)=-2.28\) at 0.6 T and \(\ln(0.2393/0.7139)=-1.09\) at 1 T. The points are \(0.667\ \mathrm{T^{-1}}\) apart in \(1/B\), so the slope is about \(-1.79\) T. A fit to all four fields gives \(-1.786\) T, hence \(\tau=1.000\) ps, and an intercept corresponding to the prefactor \(2.000\).

The period can be read from two successive minima of \(\sigma_{xx}/\sigma_{\rm cl}\), found at \(1.08009\) T and \(1.01654\) T. Their separation in \(1/B\) is \(0.057886\ \mathrm{T^{-1}}\), against \(1/F=0.057884\ \mathrm{T^{-1}}\). They lie at \(\mu/\hbar\omega_c=15.995\) and \(16.995\), slightly below the integers.

A shift of this sign follows from the growth of the amplitude with field. Let \(q=1/B\) and keep the first harmonic, \(-\mathcal M(q)\cos2\pi Fq\). Near a minimum write \(2\pi Fq=2\pi j+\phi\) with integer \(j\). Setting the derivative to zero gives

\[
-\frac{d\mathcal M}{dq}\cos\phi+2\pi F\mathcal M\sin\phi=0
\quad\Longrightarrow\quad
\tan\phi=\frac{1}{2\pi F}\,\frac{d\ln\mathcal M}{dq}.
\]

Since \(X\propto q\), the logarithmic derivative is \(-\pi m/e\tau+(1-X\coth X)/q\). At the minimum at \(1.01654\) T this is about \(-1.79-0.63=-2.4\) T. With \(F=17.28\) T, \(\phi/2\pi\approx-0.0035\), compared with the observed \(-0.0051\). The estimate omits the second harmonic and the slope term. Minimising the series numerically, the second harmonic moves the offset to \(-0.0042\), the slope term added to it gives \(-0.0052\), and all harmonics together with the slope term give \(-0.00505\), in line with the observed value.

### When the width oscillates too

A constant \(\Gamma\) is an assumption. If the electrons scatter from short-range impurities, the scattering rate depends on the number of states available, and that number oscillates. The self-consistent Born approximation describes this by a complex self-energy, the same for all levels. In units of \(\hbar\omega_c\) it obeys

\[
\eta=\frac{\gamma_0}{\pi}\sum_n\frac{1}{\varepsilon-\eta-n-\tfrac12},\qquad \gamma=-\mathrm{Im}\,\eta .
\]

The constant \(\gamma_0=1/(2\omega_c\tau)\) is the width without oscillations. Vertex corrections vanish in this case: for a point scatterer they contain \(\langle\mathbf r|G\,v_x\,G|\mathbf r\rangle\), with \(G\) the averaged Green function. This is a component of a vector at one point of a system that is isotropic on average, so it is zero.

The sum over \(n\ge0\) diverges logarithmically and is cut off at a large \(N\). With \(z=\varepsilon-\eta\), extending it symmetrically to negative \(n\) adds \(\sum_{k=0}^{N}1/(z+k+\tfrac12)\approx\int_0^{N+1}dx/(z+x)\approx\ln(N/\varepsilon)-i\gamma/\varepsilon\). Multiplied by \(\gamma_0/\pi\), the real part is a shift that changes by only \(\gamma_0/\pi\varepsilon\) over one period, and the imaginary part alters the width by the relative amount \(\gamma/\pi\varepsilon\). For \(\varepsilon\gg1,\gamma_0\) the imaginary part is dropped, the shift is treated as constant and absorbed in the zero of energy, and the sum is taken symmetrically over all integers. Apply the Poisson formula to \(1/(z-x)\) with \(\mathrm{Im}\,z>0\). The term \(s=0\) gives \(-i\pi\). Terms with \(s>0\) close in the upper half-plane around \(x=z\) and give \(-2\pi i(-1)^se^{2\pi isz}\). Terms with \(s<0\) close in the lower half-plane and give nothing. Therefore, with \(z=\varepsilon-\eta\),

\[
\eta=-i\gamma_0\Big[1+2\sum_{s\ge1}(-1)^se^{2\pi is(\varepsilon-\eta)}\Big]=-\gamma_0\tan[\pi(\varepsilon-\eta)].
\]

The last form follows from the geometric series: with \(w=e^{2\pi iz}\), the bracket is \((1-w)/(1+w)=-i\tan\pi z\).

Let \(\delta=e^{-2\pi\gamma_0}=e^{-\pi/\omega_c\tau}\) be small. To first order, \(\eta\) in the exponent can be replaced by \(-i\gamma_0\), which gives \(\eta\approx-i\gamma_0(1-2\delta e^{2\pi i\varepsilon})\) and

\[
\gamma=\gamma_0(1+\Delta),\qquad \Delta=-2\delta\cos2\pi\varepsilon .
\]

The density of states is \(-1/\pi\) times the imaginary part of the level sum, so the self-consistency equation makes it \(D=\gamma/\gamma_0\).

The reduction of the Kubo sum in the first half was done at one fixed energy, so it still holds with \(\gamma\) evaluated at that energy. The real part of \(\eta\) changes the factor \(\varepsilon\) by a relative amount of order \(\gamma_0\delta/\varepsilon\), which is dropped. The conductivity is then proportional to

\[
\frac{\gamma}{1+4\gamma^2}\,D\;\propto\;\frac{\gamma^2}{1+4\gamma^2}.
\]

Its logarithmic derivative with respect to \(\ln\gamma\) is

\[
2-\frac{8\gamma^2}{1+4\gamma^2}=\frac{2}{1+4\gamma^2}.
\]

At \(\gamma=\gamma_0\) this equals \(2\omega_c^2\tau^2/(1+\omega_c^2\tau^2)\). Multiplying by \(\Delta\), and averaging thermally as before since the prefactor varies slowly with energy,

\[
\frac{\sigma_{xx}}{\sigma_{\rm cl}}\approx1-\frac{4\omega_c^2\tau^2}{1+\omega_c^2\tau^2}\,e^{-\pi/\omega_c\tau}\,\frac{X}{\sinh X}\,\cos\frac{2\pi\mu}{\hbar\omega_c}.
\]

The Dingle and thermal factors are unchanged, and the number in front is not. It equals the constant-width value 2 at \(\omega_c\tau=1\), is smaller in weaker fields and larger in stronger ones. The reason is a competition: more states mean more overlap, but the added scattering raises the conductivity when \(\omega_c\tau>1\) and lowers it when \(\omega_c\tau<1\), as the factor \(\gamma/(1+4\gamma^2)\) shows.

A numerical solution of the self-consistency equation at \(\omega_c\tau=0.6\) and zero temperature gives the prefactor \(1.059\). The formula gives \(4\times0.36/1.36=1.059\), well separated from 2. The expansion requires \(\delta\) and the change it makes in the exponent, of order \(4\pi\gamma_0\delta\), to be small. At \(\omega_c\tau=2\) these are about \(0.21\) and \(0.65\), so the formal limit of 4 lies outside the range where the first-order formula is reliable.

This affects the extraction of \(\tau\). For short-range scatterers, and within the range of the first-order formula, the amplitude must also be divided by \(\omega_c^2\tau^2/(1+\omega_c^2\tau^2)\) before its logarithm is linear in \(1/B\). Applied to numerical solutions of the self-consistency equation at zero temperature, with \(\omega_c\tau\) between 0.4 and 0.85, this returns \(\tau\) to within 0.2 percent. At the four fields of the table above, where \(\omega_c\tau\) runs from 1.06 to 2.11, it gives a lifetime about 12 percent too long. The mass is safe at this order, because the new factor does not depend on temperature and cancels in the ratio of amplitudes.

Several situations remain outside the derivation. At fixed density, \(\mu\) itself varies with field. Spin splitting gives the two spins different phases. Smooth disorder brings in vertex corrections, so that the lifetime in the Dingle factor need not be the one in the Drude background. Localization in well-separated levels is absent from averaged Green functions of this kind.

## Table of computed values

```
mass = 0.100 electron masses
chemical potential = 20.000 meV
lifetime tau = 1.000 ps
field = 1.000 T, temperature = 1.000 K
density n = 8.3546e+15 m^-2
cyclotron energy = 1.1577 meV
thermal energy kT = 0.08617 meV
half-width Gamma = 0.3291 meV
wc tau = 1.7588, gamma = 0.2843 (dimensionless)
mu/(hbar wc) = 17.2760 (dimensionless)
X = 1.4693 (dimensionless)
harmonic 1: Dingle 0.16760, thermal 0.71392, amplitude 0.23930 (dimensionless)
harmonic 2: Dingle 0.02809, thermal 0.31201, amplitude 0.01753 (dimensionless)
cos(2 pi mu/(hbar wc)) = -0.16255 (dimensionless)
sigma0 = 2.35428 mS
classical sigma_xx = 0.575135 mS
sigma_xx, final law = 0.587710 mS
sigma_xx, law with slope term = 0.588526 mS
sigma_xx, direct Kubo sum = 0.588527 mS
relative error of final law = -1.39e-03 (dimensionless)
amplitude of first harmonic at 1 K (dimensionless)
  B = 0.6 T: Dingle 0.05095, thermal 0.42631, law 0.04344, direct 0.04344
  B = 0.8 T: Dingle 0.10723, thermal 0.60059, law 0.12881, direct 0.12881
  B = 1.0 T: Dingle 0.16760, thermal 0.71392, law 0.23930, direct 0.23931
  B = 1.2 T: Dingle 0.22571, thermal 0.78784, law 0.35565, direct 0.35565
Dingle-plot slope = -1.7862 T
prefactor from Dingle plot = 2.0000 (dimensionless)
recovered lifetime = 1.0000 ps
direct amplitude at 1 T, 2 K = 0.10459 (dimensionless)
X from amplitude ratio = 1.4693 (dimensionless)
recovered mass = 0.10000 electron masses
frequency F = 17.2760 T, period 1/F = 0.057884 1/T
minima at B = 1.08009 T and 1.01654 T
mu/(hbar wc) at minima = 15.9949, 16.9949 (dimensionless)
period from minima = 0.057886 1/T
remainder test at eps = 5.3, gamma = 0.3: sum 7.168e-05, law 7.269e-05 (dimensionless)
self-consistent width at wc tau = 0.6: prefactor 1.0594, law 1.0588 (dimensionless)
```
